# Does a vanishing averaged spin echo mean lost donor coherence?

**Question**

I am planning Hahn-echo measurements on an ensemble of phosphorus donors in silicon. My magnet has some field noise. If I average the in-phase echo over many shots and the average goes to zero at long delay, may I conclude that the donors have lost their coherence by then? A colleague suggests recording both quadratures and taking the magnitude of each shot before averaging. But a magnitude is positive even when there is nothing but noise, so how could it prove anything? And if the magnitude does survive, in what sense was the coherence still there, and would the same trick work on a single donor?

**Answer**

You may not conclude that from the averaged quadrature alone. Field noise shared by all the donors turns the whole echo through a random angle in each shot. The average then vanishes because the arrows point in different directions, even if each arrow is still long. The magnitude measures their length, provided that the detector noise is subtracted. A single donor is different, as shown below.

**What one shot contains**

I use atomic units in the algebra, so \(\hbar=1\) and the Bohr magneton is \(1/2\). In the frame rotating at the mean spin frequency, donor \(j\) has

\[
H_j=\left[\delta_j+\tfrac{g}{2}\,b(t)\right]S_z ,
\]

where \(\delta_j\) is its static offset and \(b(t)\) is the field noise, the same at every donor. Since \([S_z,S_+]=S_+\), the coherence obeys

\[
\frac{d\langle S_+\rangle}{dt}=i\langle[H_j,S_+]\rangle
=i\left[\delta_j+\tfrac g2 b(t)\right]\langle S_+\rangle .
\]

Free evolution therefore multiplies \(\langle S_+\rangle\) by a phase factor. Let the first pulse leave the spins along \(x\), with real coherence \(m_0\). After a time \(\tau\) the coherence is \(m_0e^{i\theta_1}\), with \(\theta_1=\delta_j\tau+\frac g2\int_0^\tau b\,dt\). An ideal \(\pi\) pulse about \(x\) keeps \(S_x\) and reverses \(S_y\), so it changes \(e^{i\theta_1}\) into \(e^{-i\theta_1}\). The second interval adds \(\theta_2=\delta_j\tau+\frac g2\int_\tau^{2\tau}b\,dt\). At the echo the phase is

\[
\varphi=\theta_2-\theta_1
=\frac g2\left[\int_\tau^{2\tau}b\,dt-\int_0^\tau b\,dt\right].
\]

The static offsets have cancelled. Noise that changes between the two intervals has not, but its phase is the same for every donor.

Other processes, such as the motion of nearby nuclear spins, give donor \(j\) an additional phase \(\chi_j\) of its own. Divided by its value at zero delay, the echo of \(N\) donors is

\[
M=\frac1N\sum_j e^{i(\varphi+\chi_j)}
=e^{i\varphi}\,\frac1N\sum_j e^{i\chi_j}
\;\longrightarrow\; V e^{i\varphi}
\]

for large \(N\). I take the \(\chi_j\) to be independent of \(\varphi\) and symmetrically distributed, which makes \(V\) real. This \(V\) is the surviving echo amplitude that you want to know.

**What averaging does**

Write \(E[\ldots]\) for an average over shots, and let \(\varphi\) be Gaussian with zero mean and variance \(\Phi^2\). Completing the square in the exponent gives

\[
E[e^{i\varphi}]=\int\frac{d\varphi}{\sqrt{2\pi}\,\Phi}
\,e^{-(\varphi-i\Phi^2)^2/2\Phi^2}\,e^{-\Phi^2/2}
=e^{-\Phi^2/2},
\]

and hence

\[
E[M]=V e^{-\Phi^2/2},\qquad E|M|^2=V^2 .
\]

The average multiplies two decays with different causes. The magnitude keeps the one that belongs to the donors.

One channel alone shows a trace of this. From \(\cos^2\varphi=(1+\cos2\varphi)/2\),

\[
E[(V\cos\varphi)^2]=\tfrac12V^2\left(1+e^{-2\Phi^2}\right),
\]

which tends to \(V^2/2\), not to zero. The in-phase signal fluctuates strongly about its vanishing mean. In one shot, however, a small in-phase value could mean a small \(V\) or an unfavourable angle; the second quadrature is needed to tell these apart.

**How large the random phase is**

Take noise of rms value \(\sigma\) and correlation time \(t_c\), with \(E[b(t)b(t')]=\sigma^2e^{-|t-t'|/t_c}\), and set \(x=\tau/t_c\). The variance needs two double integrals. With both times in the same interval,

\[
A=2\int_0^\tau dt\int_0^t dt'\,e^{-(t-t')/t_c}
=2t_c\int_0^\tau(1-e^{-t/t_c})\,dt
=2t_c^2(x-1+e^{-x}).
\]

With one time in each interval, the integrand factorizes:

\[
B=\int_\tau^{2\tau}e^{-t/t_c}dt\int_0^\tau e^{t'/t_c}dt'
=t_c^2(e^{-x}-e^{-2x})(e^x-1)=t_c^2(1-e^{-x})^2 .
\]

Squaring \(\varphi\) gives two terms of the first kind and, with a minus sign from the \(\pi\) pulse, two of the second:

\[
\Phi^2=\left(\frac{g\sigma}{2}\right)^2(2A-2B)
=2\left(\frac{g\sigma t_c}{2}\right)^2
\left[2x-3+4e^{-x}-e^{-2x}\right].
\]

For slow noise, \(x\ll1\), the bracket starts at \(2x^3/3\), so \(\Phi^2\simeq\frac43(g\sigma/2)^2\tau^3/t_c\). The echo removes most of a field that hardly changes during the sequence. For fast noise, \(x\gg1\), \(\Phi^2\simeq4(g\sigma/2)^2t_c\tau\), and the phase performs a random walk.

**Why the noise must be common**

Suppose that the \(\chi_j\) are independent Gaussian phases of variance \(\lambda^2\), so that \(V=e^{-\lambda^2/2}\). In

\[
E|M|^2=\frac1{N^2}\sum_{i,j}E\left[e^{i(\varphi+\chi_i-\varphi-\chi_j)}\right],
\]

the common phase drops out. The \(N\) terms with \(i=j\) are each 1, and the \(N(N-1)\) others are each \(e^{-\lambda^2}=V^2\). Therefore

\[
E|M|^2=V^2+\frac{1-V^2}{N}.
\]

Now keep the total phase variance of each donor, \(\Phi^2+\lambda^2\), but make all of it local. The averaged echo is unchanged at \(e^{-(\Phi^2+\lambda^2)/2}\). The pair terms, however, become \(e^{-(\Phi^2+\lambda^2)}\), the square of that average, and apart from a remainder of order \(1/N\) the magnitude has died too. The averaged quadrature cannot distinguish these two situations; the magnitude can.

**Detector noise and your objection**

Your objection to the magnitude is sound. Let the recorded signal be \(z=Ve^{i\varphi}+n\), where each quadrature of \(n\) has zero mean and variance \(s^2\). With no echo at all, Gaussian noise gives

\[
E|n|=\int_0^\infty r\,\frac{r}{s^2}e^{-r^2/2s^2}dr=s\sqrt{\pi/2},
\]

which is not zero. The cure is to average the power. The cross terms vanish, leaving

\[
E|z|^2=V^2+2s^2,\qquad V^2=E|z|^2-2s^2 .
\]

The noise power \(2s^2\) can be measured in a window without an echo. If \(V\) itself varies between shots, this procedure yields its rms value.

**A numerical example**

These are round model parameters, roughly in the regime of phosphorus donors in natural silicon at 5 K and 0.35 T, with a noisy magnet. I take \(g=2.00\), which makes the gyromagnetic ratio \(\gamma=0.1759\) rad/(nT ms); \(\gamma\) is the \(g/2\) of the algebra in laboratory units. The field noise has \(\sigma=150\) nT and \(t_c=0.10\) ms. For the donors' own decay I assume \(V=\exp[-(2\tau/0.50\ \mathrm{ms})^{2.5}]\), and for the detector \(s=0.10\) of the zero-delay echo.

At \(2\tau=0.30\) ms, \(x=0.15/0.10=1.5\) and the bracket is 0.843. Hence

\[
\Phi^2=2(0.1759\times150\times0.10)^2(0.843)=11.7\ \mathrm{rad}^2 ,
\]

an rms phase of 3.43 rad, or 196°. The surviving amplitude is \(V=\exp(-0.6^{2.5})=0.757\), but the averaged echo is \(0.757\,e^{-5.87}=0.002\).

I simulated 20,000 shots at each delay by generating random field paths with the stated correlation, integrating the phase along each path, and adding detector noise. The last three columns come from these shots.

| \(2\tau\) (ms) | \(V\) | \(Ve^{-\Phi^2/2}\) | mean in-phase | mean \(\lvert z\rvert\) | corrected |
|---|---|---|---|---|---|
| 0.05 | 0.997 | 0.938 | 0.938 | 1.002 | 0.997 |
| 0.10 | 0.982 | 0.655 | 0.663 | 0.988 | 0.983 |
| 0.20 | 0.904 | 0.087 | 0.094 | 0.910 | 0.904 |
| 0.30 | 0.757 | 0.002 | 0.004 | 0.763 | 0.756 |
| 0.40 | 0.564 | 0.000 | 0.002 | 0.572 | 0.564 |

At 0.30 ms the mean in-phase signal has a standard error of 0.004, so it cannot be told from zero. The corrected magnitude nevertheless gives 0.756, against the 0.757 that was put in. A single shot there has \(V/s=7.6\): plotted in the plane of the two quadratures, the shots form a ring, not a blob at the origin. The largest deviation of a mean in-phase value from its formula, at 0.10 ms, is 2.7 standard errors. That is rather large for five entries, and I take it to be sampling scatter.

The raw magnitude lies slightly high for a simple reason. Detector noise \(n_\parallel\) along the echo averages out, while noise \(n_\perp\) across it lengthens the arrow:

\[
|z|\simeq V+n_\parallel+\frac{n_\perp^2}{2V},\qquad
E|z|\simeq V+\frac{s^2}{2V}.
\]

At 0.30 ms the excess is \(0.01/1.51=0.007\), in line with the table. With the echo removed, 20,000 simulated shots had a mean magnitude of 0.124, which a careless reading would call a surviving echo. Their corrected power was \(-0.0002\). Its standard error is \(2s^2/\sqrt{20000}=0.00014\), so the result lies 1.4 standard errors from zero and is consistent with it.

The averaged echo falls to \(1/e\) when \((2\tau/0.50\ \mathrm{ms})^{2.5}+\Phi^2/2=1\). Solved numerically, this gives \(2\tau=0.139\) ms, whereas \(V\) reaches \(1/e\) at 0.50 ms. Reading the averaged curve as donor decay would understate the time by a factor of 3.6 in this model.

To compare common and local noise, I also simulated 300 separate spins in 400 shots at 0.30 ms, without detector noise. With the 150 nT noise common and a local phase variance of 0.558 rad² (the value that gives \(V=0.757\)), the rms magnitude was 0.758. With the same total variance made local, it was 0.059, close to the finite-number floor \(1/\sqrt{300}=0.058\). This floor, like the \(1/N\) term above, belongs to classical unit arrows. For spin-1/2 donors of polarization \(p\), the projection noise derived below makes it \(\sqrt{2/N}/p\), which for 300 donors at \(p=0.047\) is 1.7, larger than the echo itself. The run therefore illustrates common against local noise; it does not describe 300 real donors at 5 K.

**In what sense the coherence was there**

The averaged signal is not lying about the average state. Let \(p\) be the spin polarization and \(q=pV\). In a shot with phase \(\varphi\), one donor has the state

\[
\rho_\varphi=\tfrac12+q(\cos\varphi\,S_x+\sin\varphi\,S_y).
\]

Averaged over shots this becomes \(\frac12+q\,e^{-\Phi^2/2}S_x\), which for large \(\Phi\) has no coherence left. If you do not know the phase, a donor in this state is of no use as a phase-coherent qubit.

What survives is a relation between donors. For total spin components of \(N\) donors, the single-donor terms contribute \(N(\frac14+\frac14)\). Each ordered pair contributes \((q/2)^2(\cos^2\varphi+\sin^2\varphi)\), which does not depend on \(\varphi\). Thus

\[
\langle S_x^2+S_y^2\rangle=\frac N2+\frac{N(N-1)}4q^2 .
\]

For \(N=1\) the result is \(1/2\) whatever the value of \(V\). One donor has no single-shot echo magnitude, so the trick does not carry over to it. In an ensemble, the echo term equals the projection term \(N/2\) when \(N=1+2/q^2\). At 5 K and 0.35 T the spin splitting is \(4.05\times10^{-5}\) eV and \(kT=4.31\times10^{-4}\) eV, so \(p=\tanh(\Delta E/2kT)=0.047\). With \(V=0.757\) this gives about 1600 donors.

More refocusing pulses keep the phase from building up: with the noise of the example, 16 equally spaced \(\pi\) pulses in 0.30 ms reduce \(\Phi^2\) to 0.12 rad² and raise \(e^{-\Phi^2/2}\) to 0.94. To recover a phase that has already accumulated in a Hahn echo, you need an independent record of the field. Computing \(\varphi\) from it and multiplying each shot by \(e^{-i\varphi}\) restores the average. In the 300-spin simulation with common noise, this gave 0.757. If the computed phase has an independent Gaussian error of variance \(\eta^2\), the same average as before reduces the result to \(Ve^{-\eta^2/2}\). Such a record can help a single donor as well, over repeated shots.

**How this compares with a real sample**

The decay time and exponent are rough values for natural silicon; they depend on crystal orientation, and the smooth curve omits echo modulation by nuclear spins. The field noise was chosen large enough to matter within that decay time. At 15 nT, with everything else fixed, \(\Phi^2\) at 0.30 ms would be a hundred times smaller, and the averaged echo would lose only about 6% to it.

The assumption most exposed in a device is uniform noise, for instance when the source is a nearby wire. Let the noise amplitude vary linearly across the sample by a fraction \(\varepsilon\), so that \(\varphi_j=\varphi(1+\varepsilon u)\) with \(u\) uniform between \(-\frac12\) and \(\frac12\). Averaging over \(u\) multiplies the magnitude by

\[
\left|\frac{\sin(\varphi\varepsilon/2)}{\varphi\varepsilon/2}\right|,
\qquad\text{so}\qquad
E|M|^2\simeq V^2\left(1-\frac{\Phi^2\varepsilon^2}{12}\right)
\]

for small \(\Phi\varepsilon\). At 0.30 ms, a 5% variation costs 0.12% of the rms magnitude. For a 100% variation the expansion fails; numerical integration over \(\varphi\) gives a loss of 25%.

The other omissions estimated here are smaller than that last figure; the echo modulation is not estimated. With an assumed, rough spin-lattice time of 1 s, relaxation damps the coherence at the rate \(1/(2T_1)\) and costs about \(\tau/T_1=1.5\times10^{-4}\) of the echo. During a 100 ns pulse, field noise of rms size turns the spins by at most about \(\gamma\sigma t_p=0.003\) rad. A pulse error that does not depend on delay scales the echo by a constant once \(\tau\) is long against the inverse width of the line; a refocusing pulse of \(0.8\pi\), for example, gives \(\sin^2(0.4\pi)=0.905\). It cancels if the echo is normalized to its value extrapolated back from such delays, but not if it is normalized to the literal zero-delay signal, in which the unrefocused part has not yet dephased.

Dipolar coupling between donors flipped by the same pulse is not refocused. I assume that the static offsets of two donors differ by much more than their coupling, which suppresses mutual spin flips and leaves only the term \(D\,S_zS_z'\). A neighbour at distance \(r\) and angle \(\theta\) to the field, equally likely up or down, then gives a factor \(\cos(D\tau)\), with \(D=\alpha^2(g/2)^2(1-3\cos^2\theta)/r^3\) and \(\alpha\) the fine-structure constant. For random positions at density \(n_f\), the echo acquires \(\exp[-n_f\int(1-\cos D\tau)\,d^3r]\). The radial integral is \(\pi/6\) times \(|D|r^3\tau\), and \(\int_{-1}^{1}|1-3c^2|\,dc=8/(3\sqrt3)\), so the exponent is

\[
n_f\,\frac{\pi}{6}\,\alpha^2\left(\frac g2\right)^2\tau\;2\pi\,\frac{8}{3\sqrt3}
=\frac{4\pi^2}{9\sqrt3}\,\alpha^2\left(\frac g2\right)^2n_f\,(2\tau).
\]

For \(10^{14}\) donors per cm³, half of them in the hyperfine line being flipped, this is 0.012 at 0.30 ms. That assumes the whole line is inverted and is an upper bound: a 100 ns pulse on a line roughly 0.26 mT wide, a rough value for natural silicon, flips about three quarters of it and lowers the exponent to about 0.009. It is a loss of about 1% that belongs in \(V\), and magnitude detection does not undo it.

For your measurement, then, store both quadratures of every shot and an echo-free window beside them. If the corrected power stays finite while the average vanishes, the donors still share a phase that you have not tracked. If both vanish within their errors, the donors no longer share a phase that you can detect; field noise that acts independently on each donor, as in the local case above, remains a possible cause, so even that result does not by itself identify an intrinsic donor decay.
